# Mean Polarizability of Ellipsoids with Uniformly Distributed Depolarization Factors

## What symmetry fixes

An inclusion of volume $V$ and relative permittivity $k_p$ sits in an unbounded matrix of permittivity $k_m$, under a uniform static field $E_0$. Both materials are linear and isotropic, and there is no free charge.

Electrostatics contains no length of its own. Enlarging the inclusion by a factor $s$ stretches the field pattern and multiplies the dipole moment by $s^3$. The moment is therefore proportional to $V$ and, by linearity, to $E_0$. Averaging over orientations leaves no preferred direction, so the mean moment is parallel to the field:

$$\langle p\rangle=\varepsilon_0k_mV\,\beta(x)\,E_0,\qquad x=k_p/k_m,\quad t=x-1 .$$

The dimensionless $\beta$ depends on the permittivity ratio and on the distribution of shapes. Here $p$ is the excess moment, the one seen in the far field inside the matrix. "Per unit volume" means per volume of inclusion, with $\varepsilon_0k_m$ taken out. In atomic units, where $4\pi\varepsilon_0=1$, the polarizability is $k_mV\beta/4\pi$.

## Simple case: the sphere

For a sphere of radius $R$, try a uniform inner field $E_{in}$ and an outer potential $-E_0r\cos\theta+B\cos\theta/r^2$. Continuity of the potential and of the normal displacement at $r=R$ gives

$$E_{in}=E_0-B/R^3,\qquad xE_{in}=E_0+2B/R^3 .$$

Twice the first equation plus the second gives $(2+x)E_{in}=3E_0$. Subtracting the first from the second gives $B=tR^3E_{in}/3$. A dipole has $B=p/(4\pi\varepsilon_0k_m)$, so $p=\varepsilon_0k_mV\,tE_{in}$ and

$$\beta_{sph}=\frac{3t}{3+t}=\frac{t}{1+t/3}.$$

**Limits.** No contrast gives zero. An inclusion with $x\to\infty$ gives 3, and one with $x\to0$ gives $-3/2$.

## Generalization: one ellipsoid

Let the semi-axes be $a_j$ and the coordinates along them $r_j$. Outside, define $\xi$ as the largest root of $\sum_j r_j^2/(a_j^2+\xi)=1$; the surface is $\xi=0$. Put

$$\Delta(s)=\prod_j\sqrt{s+a_j^2},\qquad I(\xi)=\int_\xi^\infty\frac{ds}{(s+a_1^2)\Delta(s)} .$$

With the field along axis 1, the outer trial potential is $-E_0r_1+C\,r_1I(\xi)$. It must satisfy Laplace's equation. Write

$$G=\sum_j\frac{r_j^2}{(a_j^2+\xi)^2},\quad H=\sum_j\frac{r_j^2}{(a_j^2+\xi)^3},\quad S=\sum_j\frac1{a_j^2+\xi}.$$

Differentiating the definition of $\xi$ gives $G\,\partial_j\xi=2r_j/(a_j^2+\xi)$, hence $|\nabla\xi|^2=4/G$. Taking the divergence of the vector relation for $G\,\partial_j\xi$,

$$\nabla G\cdot\nabla\xi+G\nabla^2\xi=2S-\sum_j\frac{2r_j\partial_j\xi}{(a_j^2+\xi)^2}=2S-\frac{4H}{G}.$$

Since $\partial_jG=2r_j/(a_j^2+\xi)^2-2H\partial_j\xi$, the first term on the left is $4H/G-8H/G=-4H/G$. Thus $\nabla^2\xi=2S/G$, and

$$\nabla^2(r_1I)=2I'\partial_1\xi+r_1\left(I''|\nabla\xi|^2+I'\nabla^2\xi\right)=\frac{4r_1}{G}\left[I''+I'\left(\frac1{a_1^2+\xi}+\frac S2\right)\right].$$

From $I'=-1/[(\xi+a_1^2)\Delta]$ and $\Delta'/\Delta=S/2$, the bracket vanishes.

Now match to a uniform inner field. Continuity of the potential gives $E_{in}=E_0-C\,I(0)$. On the surface the outward normal has $n_1=r_1/(a_1^2\sqrt G)$ and $\partial_n\xi=2/\sqrt G$, so

$$\partial_n(r_1I)=n_1I(0)-\frac{r_1}{a_1^2\,a_1a_2a_3}\frac{2}{\sqrt G}=n_1\left[I(0)-\frac{2}{a_1a_2a_3}\right].$$

The factor $n_1$ is common to all terms of the displacement condition, which becomes

$$xE_{in}=E_0-C\,I(0)+\frac{2C}{a_1a_2a_3}=E_{in}+\frac{2C}{a_1a_2a_3}.$$

Hence $C=\tfrac12a_1a_2a_3\,tE_{in}$. With the depolarization factor $L_1=\tfrac12a_1a_2a_3I(0)$, the potential condition reads $E_{in}=E_0-tL_1E_{in}$, or $E_{in}=E_0/(1+tL_1)$.

Far away $\xi\to r^2$ and $I\to\int_{r^2}^\infty s^{-5/2}ds=2/(3r^3)$. The induced potential is then $a_1a_2a_3\,tE_{in}r_1/(3r^3)$. Comparison with $p\,r_1/(4\pi\varepsilon_0k_mr^3)$ and $V=4\pi a_1a_2a_3/3$ gives $p=\varepsilon_0k_mV\,tE_{in}$. For each axis,

$$\beta_j=\frac{t}{1+tL_j}.$$

**Limit.** Because $\frac{d}{ds}\frac1\Delta=-\frac1{2\Delta}\sum_j\frac1{s+a_j^2}$,

$$\sum_jL_j=-a_1a_2a_3\int_0^\infty\frac{d}{ds}\frac1\Delta\,ds=\frac{a_1a_2a_3}{\Delta(0)}=1 .$$

A sphere has three equal factors of $1/3$, and its earlier result returns.

## Which factors are allowed

The factors are positive and sum to one, so each shape is a point inside a triangle. Every interior point is reached. To see this, let $a_i$ be the longest axis, $a_k$ the shortest and $a_l$ the third. Use $a_l/\sqrt{s+a_l^2}\le1$ and $a_k/\sqrt{s+a_k^2}\le a_k/\sqrt s$:

$$L_i\le\frac{a_ia_k}{2}\int_0^\infty\frac{ds}{\sqrt s\,(s+a_i^2)^{3/2}}=\frac{a_k}{a_i},$$

where $s=a_i^2\tan^2\theta$ turns the integral into $(2/a_i^2)\int_0^{\pi/2}\cos\theta\,d\theta$. On a large loop in the plane of logarithmic axis ratios, the image therefore stays close to the edge of the triangle. A longer axis has a smaller factor, so the six orderings of the axes met along the loop become six orderings of the factors, met once each. The image winds once round any chosen interior point. If that point were missed, shrinking the loop to a single shape would change this winding number from one to zero without the image ever crossing the point, which is impossible.

## Averaging over shapes

For random orientation, the moment along the field is weighted by $n_j^2$, the squared direction cosines. Each averages to $1/3$, giving $(\beta_1+\beta_2+\beta_3)/3$.

"Uniform" now means constant density per area in the $(L_1,L_2)$ triangle. Its area is $1/2$, so the density is 2. The three factors enter symmetrically, so it suffices to average one $\beta_j$. The density of one factor is

$$w(L)=\int_0^{1-L}2\,dL_2=2(1-L).$$

The numerator of the integrand can be split as $t(1-L)=-(1+tL)+(1+t)$. Therefore

$$\langle\beta\rangle=2\int_0^1\frac{t(1-L)}{1+tL}dL=2\int_0^1\left[-1+\frac{x}{1+tL}\right]dL .$$

The last integral is $\ln(1+t)/t=\ln x/(x-1)$, and

$$\boxed{\langle\beta\rangle=\frac{2x\ln x}{x-1}-2 .}$$

For complex $x$ the logarithm is the principal one, and $x$ must lie off the negative real axis. There $1+tL$ vanishes for some shape, which is in resonance. Approaching the axis from above, $\ln x=\ln|x|+i\pi$, which leaves an imaginary part $2\pi x/(x-1)$ even without loss in the materials. Static dielectrics have $x>0$.

**Limit of weak contrast.** From $(1+t)\ln(1+t)=t+t^2/2-t^3/6+t^4/12-\dots$,

$$\langle\beta\rangle=t-\frac{t^2}{3}+\frac{t^3}{6}-\dots,\qquad\beta_{sph}=t-\frac{t^2}{3}+\frac{t^3}{9}-\dots$$

The first two orders agree because they involve no more than $\sum_jL_j=1$. Shape enters at third order, through $\langle L^2\rangle=1/6$ instead of $1/9$; the difference is $t^3/18$.

**Limits of strong contrast.** For $x\to0$ the mean tends to $-2$, against $-3/2$ for spheres. For $x\to\infty$ it grows as $2\ln x-2$, whereas the sphere saturates at 3. The growth comes from shapes with a small factor, whose response is nearly $1/L$ as long as $tL\gg1$.

**Sign of the shape effect.** The second derivative of $t/(1+tL)$ with respect to $L$ is $2t^3/(1+tL)^3$. For $x>0$ it has the sign of $t$. The mean over three factors with average $1/3$ therefore lies above the sphere value when $t>0$ and below it when $t<0$. Among randomly oriented ellipsoids of equal volume, the sphere responds least in magnitude.

## Numbers for one pore

Take rough typical values for a porous organosilicate interlayer film: $k_m=2.9$, empty pores with $k_p=1$, and pore diameter 2 nm. Then $x=0.3448$, $\ln x=-1.0647$, and

$$\langle\beta\rangle=\frac{2(0.3448)(-1.0647)}{-0.6552}-2=1.121-2=-0.879 .$$

Direct quadrature over the triangle gives the same $-0.8793$. Spheres give $-0.838$, randomly oriented needles $-0.868$ and discs $-1.070$. The uniform average exceeds the sphere value by about 5 % in magnitude.

The weight matters. If $a_2/a_1$ and $a_3/a_1$ are instead each spread log-uniformly between $1/3$ and 3, the mean is $-0.853$. The boxed formula describes a particular ensemble, not shape disorder in general.

For a pore volume of 4.189 nm³, the excess polarizability is $2.9(-0.8793)(4.189)/4\pi=-0.850$ nm³, or about $-5740$ bohr³. The negative sign says that the pore polarizes less than the matrix it replaces.

## From one pore to a film

At small pore fraction $f$, the excess moments add: $k=k_m(1+f\langle\beta\rangle)$. At larger $f$ a closure is needed. Assume that each pore feels the mean matrix field $E_m$. The mean field factor in the pores is $\langle\lambda\rangle=\langle1/(1+tL)\rangle=\langle\beta\rangle/t$, so

$$\bar E=(1-f+f\langle\lambda\rangle)E_m,\qquad \bar D/\varepsilon_0=[(1-f)k_m+fk_p\langle\lambda\rangle]E_m .$$

Dividing, and using $k_p-k_m=k_mt$,

$$k=k_m\left[1+\frac{f\langle\beta\rangle}{1-f+f\langle\beta\rangle/t}\right].$$

**Limits.** Small $f$ restores the dilute law. Flat layers normal to the field have $L=1$ and $\lambda=1/x$; the ratio $\bar D/\bar E$ becomes $1/[(1-f)/k_m+f/k_p]$, the law of capacitors in series. For mixed shapes the closure remains an approximation.

With $f=0.25$, the dilute law gives $2.9(1-0.2198)=2.26$. The mean field factor is $1.342$, and the closure gives

$$k=2.9\left[1-\frac{0.2198}{0.75+0.3355}\right]=2.31 .$$

Spheres in the same closure give 2.33. Random shape lowers $k$ by 0.019, while this closure raises it by 0.050 above the dilute value. That rise depends on the closure: a differential scheme, which adds the pores in small steps, gives 0.042, and a self-consistent scheme with spherical matrix grains gives 0.038. For spherical pores these three closures span 2.31 to 2.33, a spread as large as the shape correction. The Hashin–Shtrikman bounds for isotropic two-phase mixtures, quoted here without derivation, are 2.230 and 2.332. Their separation is about five times the shape correction, so the full microstructure, pore shape included, can matter more than the difference between spheres and the uniform shape average.

## What a real film changes

A film permittivity near 2.3 is in the range sought for porous low-$k$ insulation. Real films depart from dry, sharply bounded, isolated and randomly oriented pores, and the departures can outweigh the shape correction.

- **Moisture.** Let water fill 1 % of the film volume, with total porosity fixed. Model it as separate random ellipsoids in the matrix, although real water may coat pore walls. With a bulk-like permittivity of 78, $x=26.9$ and $\langle\beta\rangle=4.84$, against 2.69 for spheres. The film value rises from 2.31 to 2.46. With a reduced water permittivity of 10 it is 2.37. These values depend on where the water sits: spread evenly over the walls of spherical pores, the same amount would give 2.95 and 2.42 in a continuum model, although such a layer would be thinner than a molecule. With the bulk-like value, the shape average of $\beta$ exceeds the sphere value by 80 %, against 5 % for the empty pores. Much of this excess comes from thin shapes, for which a bulk permittivity is doubtful. At a volume of 4.189 nm³, about 20 % of the uniform ensemble is thinner than 0.6 nm; leaving those shapes out gives $\langle\beta\rangle=4.06$, an excess of about 50 %, and a film value of 2.44.
- **Wall position.** Moving the wall of a spherical pore outward by 0.1 nm multiplies its volume by $1.1^3$. At fixed pore number and film volume, applying this factor to $f$ with $\langle\beta\rangle$ unchanged gives $k=2.14$; the inward factor $0.9^3$ gives 2.46. Flat or elongated pores of the same volume have more wall, so the same shift changes their volume by more. A continuum boundary in a 2 nm pore is uncertain on this atomic scale.
- **Alignment.** Completely flat, aligned pores give 1.97 for a field normal to them and 2.43 for a field in their plane. These are extremes, not estimates for a typical film.
- **Temperature.** The film value changes by about 0.66 times a small change in $k_m$. A matrix drift of 0.03, about 1 %, would match the shape correction.

At an applied mean field of 1 MV/cm, the mean matrix field is $1/1.0855=0.92$ MV/cm. At the equator of a spherical pore the field is tangential and hence continuous, so the adjacent solid sees 1.18 MV/cm. Within this closure the pore field cannot exceed the flat-pore value $0.921/x=2.67$ MV/cm. Across 2 nm an electron could then gain at most 0.53 eV, far below the ionization energies of nitrogen, oxygen or water vapour, about 12 to 16 eV. This argues against an avalanche within a pore about 2 nm across. Elongated pores of the same volume offer a longer path: a needle of aspect ratio 100, aligned with the field, is 43 nm long and would allow about 4 eV, though at 0.43 nm wide it is barely a continuum object. The estimate says nothing about breakdown of the solid.

Retardation is negligible at 10 GHz: the pore radius times the wave number in the matrix is $3.6\times10^{-7}$. The permittivities must then be those at that frequency; for liquid water the static value 78 no longer applies. The numerical output below lists the remaining digits.

## Computed results

```
Test ellipsoid semi-axes (relative): 1.0 1.4 2.0
Its depolarization factors: 0.4724 0.3226 0.205
Matrix k: 2.90
Pore k: 1.00
Porosity f: 0.25
Pore diameter: 2.0 nm
Permittivity ratio x: 0.3448
ln x: -1.0647
beta, uniform triangle: -0.8793
beta, triangle quadrature: -0.8793
beta, sphere: -0.8382
beta, needle, random orientation: -0.8680
beta, disc, random orientation: -1.0701
beta, log-uniform axis ratios (factor 3): -0.8534
Pore volume: 4.189 nm^3
Excess polarizability of one pore: -0.8499 nm^3
Same in atomic units: -5736 bohr^3
Mean field factor in pores: 1.3420
Rms field factor in pores: 1.3814
Film k, dilute law: 2.2625
Film k, mean field, uniform triangle: 2.3128
Film k, spheres (upper HS bound): 2.3320
Film k, lower HS bound: 2.2302
Shape effect on film k: -0.0192
Interaction effect on film k: 0.0502
Water volume fraction of film: 0.01
Bulk-like water k: 78
Water-to-matrix ratio x: 26.897
beta of water, uniform triangle: 4.8382
beta of water, sphere: 2.6885
Wet film k, water 78, uniform triangle: 2.4608
Wet film k, water 78, spheres: 2.4223
Wet film k, water 10, uniform triangle: 2.3724
Pore wall shift: 0.1 nm
Film k, wall shifted outward: 2.1382
Film k, wall shifted inward: 2.4626
Film k, flat aligned pores, field normal: 1.9661
Film k, flat aligned pores, field in plane: 2.4250
Change of film k per change of matrix k: 0.6599
Applied mean field: 1.00 MV/cm
Mean field in matrix: 0.9212 MV/cm
Solid at equator of spherical pore: 1.1786 MV/cm
Field in flat pore, upper limit: 2.6716 MV/cm
Electron energy gain across 2 nm, upper limit: 0.534 eV
Frequency: 10 GHz
Retardation size parameter: 3.57e-07
```
